# Exciton-polaritons with spatial dispersion and Pekar reflectivity at normal incidence

**Q.** An exciton is a bound electron–hole pair with one sharp energy. Why should the dielectric function depend on wave vector at all?

**A.** Because the pair can move. The electron–hole attraction depends on the relative coordinate, so for parabolic bands the centre of mass moves freely with the total mass \(M\). In Hartree atomic units an exciton of wave vector \(k\) has energy

\[
\Omega_k=\omega_T+K,\qquad K=\frac{k^2}{2M}.
\]

I take one bright exciton in an isotropic, non-magnetic crystal. All other transitions enter through a constant \(\epsilon_b\). At low density the excitons are treated as bosons with operators \(b_{\mathbf k}\), and along the field direction their polarization has the Fourier component

\[
P_k=\frac{d}{\sqrt V}\,(b_k+b_{-k}^\dagger),
\]

where \(V\) is the crystal volume and \(d^2\) a dipole strength per volume.

**Q.** Which field drives them?

**A.** The macroscopic field \(E\), through \(-\int \mathbf P\cdot\mathbf E\,d^3r\). The energy \(\omega_T\) is defined without this field, so its effect is not counted twice. The commutators with the Hamiltonian give

\[
i\dot b_k=\Omega_k b_k-d\sqrt V E_k,\qquad
i\dot b_{-k}^\dagger=-\Omega_k b_{-k}^\dagger+d\sqrt V E_k .
\]

The signs differ in the second equation because \([b^\dagger,b]=-1\). For fields varying as \(e^{ikz-i\omega t}\), \(i\,d/dt\) becomes \(\omega\), hence

\[
b_k=\frac{d\sqrt V E_k}{\Omega_k-\omega},\qquad
b_{-k}^\dagger=\frac{d\sqrt V E_k}{\Omega_k+\omega},
\]

\[
P_k=d^2E_k\left[\frac1{\Omega_k-\omega}+\frac1{\Omega_k+\omega}\right]
=\frac{2d^2\Omega_k}{\Omega_k^2-\omega^2}\,E_k .
\]

With Gaussian fields \(D=\epsilon_bE+4\pi P\), so

\[
\epsilon(\omega,k)=\epsilon_b+\frac{8\pi d^2\Omega_k}{\Omega_k^2-\omega^2}.
\]

**Q.** There is one resonance here. Where does a longitudinal–transverse splitting come from?

**A.** From the field that the exciton itself produces. Without free charge \(\mathbf k\cdot\mathbf D=0\), so a longitudinal wave has \(D=0\) and \(E=-4\pi P/\epsilon_b\). This field opposes the polarization and acts as an extra restoring force. Setting \(\epsilon=0\) at \(k\to0\) gives

\[
\epsilon_b(\omega_T^2-\omega_L^2)+8\pi d^2\omega_T=0
\quad\Rightarrow\quad
\Delta\equiv\omega_L^2-\omega_T^2=\frac{8\pi d^2\omega_T}{\epsilon_b}.
\]

A transverse wave obeys \(n^2E=D\), with \(n=ck/\omega\), as Maxwell's equations show below. Then \(E=4\pi P/(n^2-\epsilon_b)\), which vanishes for large \(n\). A short-wavelength transverse exciton therefore feels almost no macroscopic field, and its energy is close to \(\Omega_k\).

For numbers I use round model parameters: \(\omega_T=2.5\) eV, \(\omega_L=2.502\) eV, \(\epsilon_b=9\) and \(M=1\) electron mass. The splitting is 2 meV, or \(7.35\times10^{-5}\) hartree. Then \(\Delta=2.502^2-2.5^2=0.010004\ \mathrm{eV}^2\), and \(d^2=\epsilon_b\Delta/(8\pi\omega_T)=1.433\) meV.

**Q.** The wave vector now sits in both numerator and denominator. Do you keep all of it?

**A.** No. For \(K\ll\omega_T\) I replace \(\Omega_k\) by \(\omega_T\) in the numerator, and in \(\Omega_k^2=\omega_T^2+2\omega_TK+K^2\) I drop \(K^2\). With \(2\omega_TK=\omega_Tk^2/M\) and a phenomenological damping \(\gamma\),

\[
\epsilon(\omega,k)=\epsilon_b+
\frac{\epsilon_b\Delta}{\omega_T^2+\omega_Tk^2/M-\omega^2-i\gamma\omega}.
\]

On an exciton-like branch, where \(\omega^2\approx\Omega_k^2\), the dropped term costs about \(K^2/(2\omega_T)\) in energy. At \(k=0.517\ \mathrm{nm}^{-1}\), beyond the wave vectors met within 10 meV of resonance, \(K=10.18\) meV and the estimate is \(0.01018^2/5\) eV, or 21 μeV. The computed shift agrees; it is about 1% of the longitudinal–transverse splitting.

**Q.** What are the transverse branches?

**A.** For a transverse plane wave, Faraday's law gives \(B=nE\) and Ampère's law gives \(D=nB\). Hence \(n^2=\epsilon\). Set \(\gamma=0\), \(q=ck\), and from here on let \(\Omega_k^2\) mean \(\omega_T^2+\omega_Tk^2/M\). Multiplying \(q^2=\omega^2\epsilon\) by \((\Omega_k^2-\omega^2)/\epsilon_b\) gives

\[
\frac{q^2}{\epsilon_b}(\Omega_k^2-\omega^2)
=\omega^2(\Omega_k^2-\omega^2+\Delta),
\]

\[
\omega^4-\omega^2\left(\Omega_k^2+\Delta+\frac{q^2}{\epsilon_b}\right)
+\frac{q^2\Omega_k^2}{\epsilon_b}=0 .
\]

With \(S=\Omega_k^2+\Delta+q^2/\epsilon_b\), the two branches are

\[
\omega_\pm^2=\frac12\left[S\pm\sqrt{S^2-\frac{4q^2\Omega_k^2}{\epsilon_b}}\right].
\]

At \(k=0\) the upper branch starts at \(\sqrt{\omega_T^2+\Delta}=\omega_L\). The lower one starts at zero. Since \(\omega_+^2\omega_-^2=q^2\Omega_k^2/\epsilon_b\), its initial slope is given by \(\omega_-\approx q\,\omega_T/(\sqrt{\epsilon_b}\,\omega_L)\).

**Q.** Is the gap between the branches then 2 meV?

**A.** Not at fixed wave vector. Where the uncoupled photon and exciton cross, \(q=\sqrt{\epsilon_b}\,\omega_T\). Neglecting \(K\) there, the quartic becomes

\[
(\omega^2-\omega_T^2)^2=\omega^2\Delta
\quad\Rightarrow\quad
\omega^2\mp\sqrt\Delta\,\omega-\omega_T^2=0 .
\]

The positive solutions are \(\sqrt{\omega_T^2+\Delta/4}\pm\sqrt\Delta/2\), separated by \(\sqrt\Delta\). This formula gives 2.45049 and 2.55051 eV. Keeping \(K=0.055\) meV at this wave vector raises both by about \(K/2\), and the computed energies are 2.45052 and 2.55054 eV. Either way the separation is 100.02 meV, fifty times the longitudinal–transverse splitting.

The 2 meV belongs to a different question: which frequencies have no propagating wave? For an infinitely heavy exciton, the lower branch stays below \(\omega_T\) and the upper one starts at \(\omega_L\), leaving a stop band. For finite \(M\) the lower branch continues upwards: \(\omega_-^2\) is at least the product of the two squared frequencies divided by their sum, which grows as \(k^4/k^2\). The stop band is closed.

**Q.** There are two branches. Do two modes then propagate at every frequency?

**A.** No, and the restriction matters. At fixed \(\omega\), insert \(k^2=n^2\omega^2/c^2\) and define

\[
B=\frac{\omega_T\omega^2}{Mc^2},\qquad
\eta=\frac{\omega^2+i\gamma\omega-\omega_T^2}{B},\qquad
s=\frac{\epsilon_b\Delta}{B}.
\]

The resonance denominator is \(B(n^2-\eta)\), so \(n^2=\epsilon\) becomes

\[
(n^2-\epsilon_b)(n^2-\eta)=s,
\]

\[
n_{1,2}^2=\frac12\left[\epsilon_b+\eta\pm
\sqrt{(\epsilon_b-\eta)^2+4s}\right].
\]

Without damping both values of \(n^2\) are real, because the square root has a positive argument. Their product is

\[
n_1^2n_2^2=\epsilon_b\eta-s
=\frac{\epsilon_b(\omega^2-\omega_T^2-\Delta)}{B}
=\frac{\epsilon_b(\omega^2-\omega_L^2)}{B}.
\]

Below \(\omega_L\) the product is negative: one wave propagates and one is evanescent. Above \(\omega_L\) it is positive, and the sum \(\epsilon_b+\eta\) is positive too, so both waves propagate.

Above \(\omega_L\) each continuous branch must pass every frequency at least once. As there are just two positive \(k\), each passes it once. The upper branch reaches a given \(\omega\) first, while the lower branch is still below it. The larger index \(n_1\) thus belongs to the lower branch and \(n_2\) to the upper.

**Q.** Each \(n^2\) has two square roots. How do you know which wave goes into the crystal?

**A.** Add a little damping. With \(p=4\pi P\), a mode obeys

\[
n^2E=\epsilon_bE+p,\qquad n^2p=\eta p+sE .
\]

Multiply the first equation by \(E^*\), the second by \(p^*/s\), and add. The cross terms \(E^*p+p^*E\) are real, so

\[
\operatorname{Im}n^2=
\frac{\operatorname{Im}\eta\,|p|^2/s}{|E|^2+|p|^2/s}>0 .
\]

One square root therefore has positive real and imaginary parts. It decays into the half-space \(z>0\) and is the transmitted wave. As \(\gamma\to0\) it becomes a positive real \(n\) or \(+i\kappa\) with \(\kappa>0\).

**Q.** Maxwell's boundary conditions have served well enough for ordinary crystals. Why are they not sufficient here?

**A.** Count the amplitudes. Let light of unit amplitude arrive from vacuum at normal incidence, and measure lengths in \(c/\omega\). In vacuum the field is \(e^{iz}+re^{-iz}\); in the crystal it is \(E_1e^{in_1z}+E_2e^{in_2z}\). All fields are perpendicular to \(z\), so the longitudinal wave is not driven. The tangential electric and magnetic fields are continuous:

\[
1+r=E_1+E_2,\qquad 1-r=n_1E_1+n_2E_2 .
\]

These are two equations for \(r\), \(E_1\) and \(E_2\). With a local dielectric function there would be one transmitted wave and no deficit. Here any ratio \(\rho=E_2/E_1\) is allowed. Dividing the equations gives

\[
\frac{1-r}{1+r}=n_*\equiv\frac{n_1+\rho n_2}{1+\rho}
\quad\Rightarrow\quad
r=\frac{1-n_*}{1+n_*}.
\]

The deficit also exists below \(\omega_L\), since the evanescent wave has an amplitude at the surface. An additional boundary condition is needed at all these frequencies, not merely where both waves propagate.

**Q.** Could energy conservation supply the missing equation?

**A.** It restricts the choice but does not make it. In real space \(n^2\) becomes \(-d^2/dz^2\), and the mode equations become

\[
E''=-(\epsilon_bE+p),\qquad p''=-(\eta p+sE).
\]

I assume that these bulk equations hold right up to a sharp surface. For \(\gamma=0\) consider

\[
J=\operatorname{Im}(E^*E')+\frac1s\operatorname{Im}(p^*p').
\]

The terms \(|E'|^2\), \(|p'|^2\), \(\epsilon_b|E|^2\) and \(\eta|p|^2\) are real, so

\[
J'=-\operatorname{Im}(E^*p)-\operatorname{Im}(p^*E)=0 .
\]

The first part of \(J\) is the electromagnetic flux in units of the incident flux. The second is energy carried by exciton motion. Now impose \(a\,p(0)+b\,p'(0)=0\) with real \(a,b\). Then \(p^*p'\) is real at the surface, no mechanical flux leaves there, and

\[
J=\operatorname{Re}[(1+r^*)(1-r)]=1-|r|^2 .
\]

Every such condition conserves energy. Yet the lossless reflectivities \(R=|r|^2\) differ:

| Condition | \(\omega_T+1\) meV | \(\omega_T+3\) meV |
|---|---:|---:|
| \(p=0\) | 0.581 | 0.107 |
| \(p'=0\) | 0.976 | 0.073 |
| \(p'=10p\) | 0.792 | 0.080 |

The missing information concerns the exciton at the surface, which Maxwell's equations do not contain.

**Q.** What does Pekar choose, and what is the physical picture?

**A.** He chooses \(p(0)=0\): the excitonic polarization vanishes at the surface. The background polarization need not vanish. The picture is a hard wall for the centre-of-mass wave function. A real exciton has a finite size and may be repelled before its centre reaches the surface, leaving an exciton-free layer. I neglect that layer.

From the first mode equation \(p_j=\chi_jE_j\), with \(\chi_j=n_j^2-\epsilon_b\). Pekar's condition is

\[
\chi_1E_1+\chi_2E_2=0
\quad\Rightarrow\quad \rho=-\frac{\chi_1}{\chi_2}.
\]

Insert this and multiply numerator and denominator by \(\chi_2\):

\[
n_*=\frac{n_1\chi_2-n_2\chi_1}{\chi_2-\chi_1}
=\frac{n_1n_2^2-n_2n_1^2+\epsilon_b(n_2-n_1)}{n_2^2-n_1^2}.
\]

The numerator is \((n_2-n_1)(n_1n_2+\epsilon_b)\), and the denominator is \((n_2-n_1)(n_2+n_1)\). Thus

\[
\boxed{\;n_*=\frac{n_1n_2+\epsilon_b}{n_1+n_2},\qquad
R=\left|\frac{1-n_*}{1+n_*}\right|^2\;}
\]

A direct numerical solution of the two field equations, which does not use the mode indices, agrees with the reflection amplitudes to about \(4\times10^{-12}\) at the tested energies. This checks the solution of the model, not Pekar's condition as a description of a real surface.

**Q.** Take one energy through the calculation.

**A.** Choose 2.503 eV, which is 1 meV above \(\omega_L\), without damping. Then \(B=3.065\times10^{-5}\ \mathrm{eV}^2\), and

\[
\eta=\frac{2.503^2-2.5^2}{B}=489.68,\qquad
s=\frac{9\times0.010004}{B}=2937.5 .
\]

The quadratic gives \(n_1^2=495.71\) and \(n_2^2=2.965\), so \(n_1=22.265\) and \(n_2=1.722\). The wavelengths in the crystal are 22.2 and 288 nm. Then

\[
n_*=\frac{22.265\times1.722+9}{22.265+1.722}=1.973,
\]

\[
r=\frac{1-1.973}{1+1.973}=-0.327,\qquad R=0.107 .
\]

For the amplitudes, \(\chi_1=486.71\), \(\chi_2=-6.035\) and \(E_1+E_2=1+r=0.6726\). Hence

\[
E_1=\frac{(1+r)\chi_2}{\chi_2-\chi_1}=0.0082,\qquad E_2=0.6644 .
\]

**Q.** The first wave has about one per cent of the second wave's amplitude. Surely it can be ignored.

**A.** Its electric field is small, but its polarization is not: by Pekar's condition the two polarizations are equal and opposite at the surface. For two propagating waves, the interference terms in \(J\) contain the factor \(1+\chi_1\chi_2/s\). Using the sum and product of the roots,

\[
\chi_1\chi_2=(\epsilon_b\eta-s)-\epsilon_b(\epsilon_b+\eta)+\epsilon_b^2=-s,
\]

so these terms vanish. Each wave carries

\[
J_j=n_j\left(1+\frac{\chi_j^2}{s}\right)|E_j|^2 .
\]

For the first wave the bracket is \(1+486.71^2/2937.5\approx81.6\). Nearly all its energy flux is mechanical. The result is \(J_1=0.123\), against \(J_2=0.769\) for the second wave. Together with \(R=0.107\) they account for the incident energy, within rounding.

**Q.** Does the formula return to ordinary optics when the exciton cannot move?

**A.** Yes, at fixed \(\omega\ne\omega_T\). As \(M\to\infty\), \(B\to0\). Both \(|\eta|\) and \(s\) grow in proportion to \(M\), and one root has \(n_1^2\approx\eta\). (Below \(\omega_T\) this root is negative, so here the label 1 means the root of larger magnitude.) The other root tends to

\[
n_2^2\to\epsilon_b-\frac s\eta
=\epsilon_b\,\frac{\omega^2-\omega_L^2}{\omega^2-\omega_T^2},
\]

where the last form is for \(\gamma=0\). This is the local dielectric function. From the definition of \(n_*\),

\[
n_*-n_2=\frac{\epsilon_b-n_2^2}{n_1+n_2},
\]

which vanishes as \(M^{-1/2}\). Between \(\omega_T\) and \(\omega_L\) the limiting \(n_2\) is imaginary, and \(R\to1\). At the middle of this interval, raising \(M\) from \(10^4\) to \(10^6\) electron masses lowers the deviation from 1 from \(5.6\times10^{-3}\) to \(5.6\times10^{-4}\), the expected factor of ten.

For \(M=1\) electron mass the same energy gives \(R=0.581\). As the other wave is evanescent, the remaining 42% is carried away by the propagating lower-branch wave.

**Q.** What happens at \(\omega_L\) itself, where \(n_2=0\)?

**A.** There \(n_*=\epsilon_b/n_1\). With \(n_1=18.32\) this gives \(n_*=0.491\) and \(R=0.116\), still without damping. Slightly higher, \(n_*\) passes through 1 and the reflection vanishes. The condition is

\[
n_1n_2+\epsilon_b=n_1+n_2
\quad\Rightarrow\quad
(n_1-1)(n_2-1)=1-\epsilon_b .
\]

It is met at \(\omega_T+2.070\) meV, with \(n_1=18.623\) and \(n_2=0.546\): indeed \(17.623\times(-0.454)\approx-8\).

In the local theory zero reflection requires \(\epsilon=1\). With \(y=\omega^2-\omega_L^2\), this reads \(\epsilon_by=y+\Delta\), so \(y=\Delta/(\epsilon_b-1)=\Delta/8\). The zero lies about \(2/8=0.25\) meV above \(\omega_L\), rather than 0.07 meV. With Pekar's condition the zero thus lies closer to \(\omega_L\) in this example. The shift depends on the boundary condition: for \(p'(0)=0\), \(\rho=-n_1\chi_1/(n_2\chi_2)\) gives \(n_*=n_1n_2(n_1+n_2)/(n_1^2+n_1n_2+n_2^2-\epsilon_b)\), which is close to \(n_2\) when \(n_1^2\gg\epsilon_b\) and \(n_1\gg n_2\), so the zero stays near its local position.

**Q.** A real resonance is damped. Do these differences survive?

**A.** For \(\gamma=0.1\) meV, a narrow line of the kind found in good crystals at low temperature, they do:

| \(\omega-\omega_T\) (meV) | \(R\), Pekar | \(R\), local |
|---:|---:|---:|
| −5 | 0.312 | 0.314 |
| 0 | 0.538 | 0.860 |
| 1 | 0.551 | 0.942 |
| 2 | 0.037 | 0.287 |
| 3 | 0.107 | 0.072 |
| 10 | 0.214 | 0.209 |

On a scan from −10 to 10 meV in steps of 0.01 meV, the Pekar maximum is 0.576 at 0.58 meV; the local maximum is 0.952 at 0.54 meV. The minima are at 2.08 and 2.26 meV, close to the lossless zeros, but damping keeps them above zero. Away from resonance the two theories approach each other, and both tend towards the background value \([(1-3)/(1+3)]^2=0.25\).

The low maximum should not be put down to absorption alone. At \(\omega_T+1\) meV the Pekar value is already 0.581 without damping, and damping lowers it only to 0.551. With Pekar's condition, the main reduction from the local result is energy carried off by the additional propagating wave. How much that wave receives depends on the boundary condition: for \(p'(0)=0\) and the same damping, \(R\) at this energy is 0.92, close to the local 0.94.

Broader lines hide the difference. With \(\gamma=10\) meV and the other parameters unchanged, the two reflectivities differ by less than 0.02 everywhere from −10 to 10 meV.

**Q.** When would you distrust the result?

**A.** When one of its assumptions fails. The exciton must be well separated from other resonances, its density low, and its centre-of-mass band parabolic. The shorter polariton wavelength must remain long compared with the exciton radius and the lattice spacing. In the example it has fallen to about 12 nm at \(\omega_T+10\) meV, so for an exciton radius of a few nanometres this condition is only marginally met there. Near the surface, an exciton-free layer, roughness or a surface potential changes the problem. The effect need not be small: with \(\gamma=0.1\) meV, a 6 nm layer in which only \(\epsilon_b\) acts lowers Pekar's \(R\) at \(\omega_T+1\) meV from 0.55 to 0.40.

The surface is the most delicate point. In the lossless comparison at \(\omega_T+1\) meV, changing the boundary condition alone moved \(R\) from 0.581 to 0.976, while the bulk branches stayed the same. A measured reflectivity therefore tests the bulk parameters and the surface model together; agreement at one energy cannot establish Pekar's condition.

## Values computed for the example and the checks

```
transverse energy 2.5000 eV, longitudinal 2.5020 eV
LT splitting 2.000 meV = 7.3499e-05 hartree
eps_b 9.0, mass 1.0 m_e, damping 0.10 meV
delta 0.010004 eV^2, dipole strength d^2 1.4330 meV
crossing wave vector 0.03801 nm^-1
branches there 2.45052 and 2.55054 eV
branch separation there 100.020 meV
largest simplification shift 20.598 micro-eV for k up to 0.5169 nm^-1
kinetic energy at that k 10.180 meV
largest |r| difference, formula vs field equations 4.1e-12
LOSSLESS EXAMPLE at 2.5030 eV
B 3.06508e-05 eV^2
eta 489.677, s 2937.48 (dimensionless)
n1^2 495.7127, n2^2 2.9647
n1 22.2646, n2 1.7218
wavelengths in crystal 22.25 and 287.69 nm
E1 0.00824, E2 0.66438 (incident = 1)
n_eff 1.97343, r -0.32738
energy shares: wave 1 0.12338, wave 2 0.76945
R with p=0: 0.58140 at +1 meV, 0.10718 at +3 meV
R with p'=0: 0.97574 at +1 meV, 0.07316 at +3 meV
R with p'=10p: 0.79246 at +1 meV, 0.07980 at +3 meV
lossless local R at +1 meV 1.00000
at w_l: n1 18.3207, n_eff 0.49125, R 0.11639
lossless R=0 at w_t + 2.0703 meV
n1, n2 at R=0: 18.6231, 0.5461
heavy-mass R errors (1e4, 1e6 m_e): 5.615e-03, 5.630e-04
DAMPED: w-w_t (meV), n1, n2, R Pekar, R local
 -5  3.543+0.005j  0.142+28.699j  0.3120  0.3141
 -2  4.189+0.024j  0.218+18.331j  0.3721  0.3826
 -1  4.963+0.063j  0.282+13.391j  0.4283  0.4586
  0  7.672+0.244j  0.313+7.064j  0.5381  0.8601
  1  13.439+0.276j  0.130+2.852j  0.5515  0.9418
  2  18.322+0.217j  0.335+0.327j  0.0367  0.2866
  3  22.265+0.181j  1.723+0.029j  0.1073  0.0721
  5  28.615+0.142j  2.319+0.008j  0.1747  0.1587
 10  40.339+0.101j  2.682+0.002j  0.2144  0.2089
Pekar: max R 0.5765 at 0.58 meV, min 0.00589 at 2.08 meV
local: max R 0.9519 at 0.54 meV, min 0.00194 at 2.26 meV
background R 0.2500
```
